\section*{Fermi energy, cyclotron mass and quantum capacitance of gated graphene}

\section*{Problem}

A graphene sheet lies on 300 nm of silicon dioxide, with a metal gate beneath the oxide. A gate voltage $V$, counted from the charge-neutrality point, gives the sheet a net electron density $n=10^{12}\ \mathrm{cm^{-2}}$. Take the rough typical values $v=10^6$ m/s for the Dirac velocity, $0.246$ nm for the lattice constant $a$ and $3.9$ for the relative permittivity $\epsilon_r$ of the oxide.

\begin{enumerate}
\item Find the Fermi energy $E_F$, measured from the Dirac point.
\item Find the mass $m_c$ that sets the cyclotron period.
\item Find the quantum capacitance per area, $C_q=e^2\,dn/dE_F$, and compare it with the oxide capacitance $C_{ox}$.
\item Find the gate voltage and the part of it due to the Fermi energy.
\item Decide how far temperature, the lattice, disorder, the oxide and electron interaction alter the answers.
\end{enumerate}

Parts 1--4 assume independent electrons, zero temperature, a uniform sheet and an ideal metal gate. The elementary charge is $e>0$.

\section*{Solution}

\subsection*{1. The cone and the Fermi energy}

With hopping $t$ between neighbouring atoms, the two sublattices are coupled by an off-diagonal element of magnitude $t|f|$, where
\[
f(\mathbf k)=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2},
\qquad \mathbf a_{1,2}=a\left(\pm\tfrac12,\tfrac{\sqrt3}{2}\right).
\]
The diagonal elements are equal and set to zero, so the $2\times2$ matrix has energies $E=\pm t|f|$. At $\mathbf K=(4\pi/3a,0)$ the phases are $\pm2\pi/3$ and $f=0$. Put $\mathbf k=\mathbf K+\mathbf q$ and $w=e^{2\pi i/3}$. To first order in $\mathbf q$,
\begin{align*}
f&\approx i\left[w\,\mathbf q\cdot\mathbf a_1+w^*\,\mathbf q\cdot\mathbf a_2\right]\\
&=ia\left[\tfrac{q_x}{2}(w-w^*)+\tfrac{\sqrt3\,q_y}{2}(w+w^*)\right]
=-\tfrac{\sqrt3a}{2}(q_x+iq_y),
\end{align*}
because $w-w^*=i\sqrt3$ and $w+w^*=-1$. Hence
\[
E=\pm\hbar v|\mathbf q|,\qquad \hbar v=\tfrac{\sqrt3}{2}at .
\]
Since $f(-\mathbf k)=f^*(\mathbf k)$, a second cone sits at $-\mathbf K$. The chosen velocity corresponds to $t=3.09$ eV.

For a sheet of unit area, each wavevector state occupies an area $(2\pi)^2$ in wavevector space. Two spins and two valleys give a factor 4, so filling the upper cone to radius $k_F$ gives
\[
n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},
\qquad
E_F=\hbar vk_F=\hbar v\sqrt{\pi n}.
\]
Here $n=0.01\ \mathrm{nm^{-2}}$, so $k_F=\sqrt{0.01\pi}=0.1772\ \mathrm{nm^{-1}}$. With $\hbar v=0.6582$ eV nm, the product is
\[
E_F=116.7\ \mathrm{meV}.
\]
For holes, the same magnitude follows with $n$ replaced by the hole density.

\subsection*{2. The cyclotron mass}

In a perpendicular magnetic field $B$, a wave packet obeys $\hbar\dot{\mathbf q}=-e\,\mathbf v_g\times\mathbf B$, with group velocity $\mathbf v_g=\nabla_{\mathbf q}E/\hbar$. The motion is perpendicular to $\nabla_{\mathbf q}E$, so it follows a contour of constant energy at the rate $|\dot{\mathbf q}|=eB|\nabla_{\mathbf q}E|/\hbar^2$. The period is
\[
T_c=\oint\frac{dq}{|\dot{\mathbf q}|}
=\frac{\hbar^2}{eB}\oint\frac{dq}{|\nabla_{\mathbf q}E|}
=\frac{\hbar^2}{eB}\frac{dA}{dE}.
\]
The last step holds because the strip between the contours $E$ and $E+dE$ has width $dE/|\nabla_{\mathbf q}E|$; $A$ is the enclosed area. An ordinary particle of mass $m$ has $T_c=2\pi m/(eB)$. The mass that gives the same period is therefore
\[
m_c=\frac{\hbar^2}{2\pi}\frac{dA}{dE}.
\]
On the cone $A=\pi E^2/(\hbar v)^2$ and $dA/dE=2\pi E/(\hbar v)^2$, so at the Fermi energy
\[
m_c=\frac{E_F}{v^2}=\frac{\hbar\sqrt{\pi n}}{v}.
\]
This is not a rest mass: the cone has no gap, and $m_c$ vanishes as $n\to0$. It measures how slowly the momentum turns. All carriers move at speed $v$, but those with larger momentum need longer to turn it. Numerically,
\[
m_c=\frac{0.1167\times1.602\times10^{-19}\ \mathrm J}{(10^6\ \mathrm{m/s})^2}
=1.87\times10^{-32}\ \mathrm{kg},
\]
or $0.0205$ electron masses.

The quantum levels agree with this orbit when many are filled. Up to a constant phase, the cone Hamiltonian is $v\,\boldsymbol\sigma\cdot\boldsymbol\pi$, where $\boldsymbol\sigma$ are Pauli matrices and $\boldsymbol\pi$ is the kinetic momentum, with $[\pi_x,\pi_y]=-i\hbar eB$. Squaring gives
\[
H^2=v^2\left(\pi^2+i\sigma_z[\pi_x,\pi_y]\right)
=v^2\left(\pi^2+\hbar eB\sigma_z\right).
\]
The commutator is that of an oscillator, so $\pi^2$ has eigenvalues $(2j+1)\hbar eB$, $j=0,1,\dots$, and $E_N^2=2\hbar eBv^2N$ with $N=0,1,\dots$. Subtracting neighbouring squares gives
\[
E_{N+1}-E_N=\frac{2\hbar eBv^2}{E_{N+1}+E_N}=\frac{\hbar eBv^2}{\bar E},
\]
where $\bar E$ is the mean of the two energies. For $\bar E\approx E_F$ this is $\hbar eB/m_c$. At 1 T that expression gives 5.642 meV, while diagonalization gives 5.600 meV for the two levels that enclose $E_F$. The 0.7\% difference arises because their mean lies slightly above $E_F$.

\subsection*{3. The quantum capacitance}

Solve the result of part 1 for $n$ and differentiate:
\[
n=\frac{E_F^2}{\pi(\hbar v)^2},\qquad
\frac{dn}{dE_F}=\frac{2E_F}{\pi(\hbar v)^2}.
\]
Hence
\[
C_q=\frac{2e^2E_F}{\pi(\hbar v)^2}
=\frac{2e^2}{\hbar v}\sqrt{\frac n\pi}.
\]
The density of states at $E_F$ is
\[
\frac{2\times0.1167}{\pi\times0.6582^2}\ \mathrm{eV^{-1}\,nm^{-2}}
\approx1.71\times10^{13}\ \mathrm{eV^{-1}\,cm^{-2}}.
\]
Multiplication by $e^2$ gives $C_q=2.75\ \mathrm{\mu F/cm^2}$. The oxide, of thickness $d$, has
\[
C_{ox}=\frac{\epsilon_r\epsilon_0}{d}
=\frac{3.9\times8.854\times10^{-12}}{300\times10^{-9}}\ \mathrm{F/m^2}
=0.01151\ \mathrm{\mu F/cm^2}.
\]
The quantum capacitance is about 239 times larger. In series, the smaller capacitance dominates.

\subsection*{4. The gate voltage}

To see why the two act in series, write the energy per area at fixed gate voltage:
\[
u(n)=\frac{e^2n^2}{2C_{ox}}+u_{kin}(n)-eVn .
\]
The terms are the field energy, the band energy of the added electrons and minus the work done by the voltage source. An added electron enters at the Fermi level, so $du_{kin}/dn=E_F$. Setting $du/dn=0$ gives
\[
V=\frac{en}{C_{ox}}+\frac{E_F}{e}.
\]
This is a minimum, since $d^2u/dn^2=e^2/C_{ox}+dE_F/dn>0$. Let $C=d(en)/dV$ be the measured differential capacitance. Differentiating $V$ with respect to $en$ gives
\[
\frac1C=\frac1{C_{ox}}+\frac1{e^2}\frac{dE_F}{dn}
=\frac1{C_{ox}}+\frac1{C_q}.
\]

The charge $en=0.1602\ \mathrm{\mu C/cm^2}$ requires
\[
V=\frac{0.1602}{0.01151}\ \mathrm V+0.1167\ \mathrm V
=13.92\ \mathrm V+0.12\ \mathrm V=14.04\ \mathrm V.
\]
The Fermi energy accounts for 0.83\% of the total voltage, but for only $C/C_q=0.42\%$ of a small voltage step. The factor of nearly two has a definite origin. Substituting $1/[\pi(\hbar v)^2]=n/E_F^2$ into $C_q$ gives
\[
C_q=\frac{2e^2n}{E_F},\qquad\text{so}\qquad
\frac{E_F}{e}=\frac{2en}{C_q}.
\]
The finite drop is twice $en/C_q$ because $C_q$ was smaller while the sheet was being filled.

The opposite regime is a thin oxide. At the same $n$ and $\epsilon_r$, $C_{ox}=C_q$ when $d=\epsilon_r\epsilon_0/C_q=1.26$ nm. Half of a small voltage step then goes to the Fermi energy. Of the total voltage the share is two thirds, since the two drops are $en/C_q$ and $2en/C_q$. The thick-oxide shortcut $n=C_{ox}V/e$ fails there. This example assumes a perfect insulator in direct contact with the sheet. A gap of 0.3 nm with permittivity 1 between sheet and oxide would by itself add $2.95\ \mathrm{\mu F/cm^2}$ in series, close to $C_q$, so 1.26 nm must be read as a total equivalent thickness. In a real oxide so thin, direct tunnelling to the gate can no longer be taken as negligible, so the example illustrates the electrostatics and is not a device design.

\subsection*{5. What the simple model leaves out}

\paragraph{Temperature.} At fixed net density the chemical potential $\mu$ differs from $E_F$. Let $g=2/[\pi(\hbar v)^2]$, so that the density of states is $gE$, and let $F(x)=1/(e^{x/k_BT}+1)$. Electrons minus holes give
\[
n=\int_0^\infty gE\,[F(E-\mu)-F(E+\mu)]\,dE .
\]
Differentiate with respect to $\mu$ and integrate by parts. The boundary terms vanish, at $E=0$ because of the factor $E$ and at infinity because of $F$:
\begin{align*}
\frac{dn}{d\mu}
&=-\int_0^\infty gE\,[F'(E-\mu)+F'(E+\mu)]\,dE\\
&=g\int_0^\infty[F(E-\mu)+F(E+\mu)]\,dE\\
&=gk_BT\left[\ln(1+e^{\mu/k_BT})+\ln(1+e^{-\mu/k_BT})\right].
\end{align*}
Multiplying the arguments of the logarithms gives
\[
C_q(T)=\frac{2e^2k_BT}{\pi(\hbar v)^2}
\ln\left[2+2\cosh\frac{\mu}{k_BT}\right].
\]
For $\mu\gg k_BT$ the logarithm tends to $\mu/k_BT$, which restores the form of part 3. At neutrality it is $\ln4$: thermal carriers keep $C_q$ above zero, where the zero-temperature formula would make it vanish.

At 300 K, $k_BT=25.85$ meV. Solving the density integral gives $\mu=107$ meV and $C_q=2.54\ \mathrm{\mu F/cm^2}$, about 8\% below the zero-temperature values. The chemical potential falls because the density of states grows with energy: thermal smearing at fixed $\mu$ would add electrons, and $\mu$ must drop to keep $n$ fixed. The gate voltage changes by about 0.01 V.

\paragraph{Lattice.} The full band $t|f|$ has slightly triangular contours. Its Fermi wavevector varies by 1.26\% of its mean around the contour, from minimum to maximum. The averages that enter the answers change much less, as the table shows. All rows have the same $n$; the lattice mass comes from the period of a numerically integrated orbit. ``Full band'' means nearest-neighbour hopping only. A second-neighbour hopping of size $0.1t$ would shift $E_F$ by about 0.4\% and $m_c$ and $C_q$ by about 0.7\%, in a direction set by its sign.

\begin{center}
\begin{tabular}{lccc}
\hline
Case & $E_F$ or $\mu$ & $m_c$ & $C_q$\\
 & (meV) & (electron masses) & ($\mathrm{\mu F/cm^2}$)\\
\hline
Cone, $T=0$ & 116.7 & 0.0205 & 2.75\\
Full band, $T=0$ & 116.7 & 0.0205 & 2.75\\
Cone, 300 K & 107 & --- & 2.54\\
\hline
\end{tabular}
\end{center}

No mass is listed at 300 K because carriers over a range of energies, with different periods, then take part.

\paragraph{Disorder.} For a small density variation $\delta n$, $E_F\propto\sqrt n$ gives $\delta E_F=E_F\,\delta n/(2n)$. With a rough value $\delta n=10^{11}\ \mathrm{cm^{-2}}$, the spread is $\pm5.8$ meV, or 5\% of $E_F$. The uniform-sheet formulas lose their meaning when $n$ falls to the size of $\delta n$.

\paragraph{Oxide.} The field is $13.92\ \mathrm V/300\ \mathrm{nm}=0.464$ MV/cm, some 22 times below a rough breakdown field of 10 MV/cm. For tunnelling, take a triangular barrier of height $\phi=3$ eV and a tunnelling mass $m_{ox}$ of half the electron mass, both rough. At field $\mathcal E$ the barrier ends at $x_0=\phi/(e\mathcal E)\approx65$ nm. The semiclassical transmission is roughly $e^{-S}$, with
\[
S=\frac{2\sqrt{2m_{ox}\phi}}{\hbar}\int_0^{x_0}\sqrt{1-\frac{x}{x_0}}\;dx
=\frac43\,\frac{\sqrt{2m_{ox}\phi}}{\hbar}\,x_0\approx5\times10^2 .
\]
Tunnelling through this barrier is negligible. Leakage through oxide defects is outside this estimate.

\paragraph{Interaction.} This is the least controlled omission. The coupling is
\[
\alpha=\frac{e^2}{4\pi\epsilon_0\kappa\hbar v}=0.893,
\qquad \kappa=\frac{1+3.9}{2}=2.45,
\]
where $\kappa$ averages the permittivities above and below the sheet. A coupling near one is not small. Unscreened exchange shows how it can change the velocity. A filled state $\mathbf k'$ of the same spin and valley lowers a state $\mathbf k$ by the Coulomb interaction times the squared overlap of their sublattice spinors. With $\theta$ the angle between $\mathbf k$ and $\mathbf k'$, the overlap of a valence state with the upper and lower states at $\mathbf k$ is $(1\mp\cos\theta)/2$. A filled valence shell $k_1<k'<k_2$ thus increases the band splitting by
\[
\Delta=\int\frac{d^2k'}{(2\pi)^2}\,
\frac{2\pi\alpha\hbar v}{|\mathbf k-\mathbf k'|}\cos\theta .
\]
For $k\ll k_1$, $1/|\mathbf k-\mathbf k'|\approx[1+(k/k')\cos\theta]/k'$. The first term averages to zero over angle, and the second gives $\pi k/k'^2$. Therefore
\[
\Delta=\frac{\alpha\hbar v}{2\pi}\int_{k_1}^{k_2}k'\,\frac{\pi k}{k'^2}\,dk'
=\frac{\alpha\hbar vk}{2}\ln\frac{k_2}{k_1}.
\]
The splitting of the cone is $2\hbar vk$, so the velocity at the Dirac point rises by
\[
\frac{\delta v}{v}=\frac{\alpha}{4}\ln\frac{k_2}{k_1}.
\]
Inside $k_F$ both bands are filled; the two overlaps add to one and leave the splitting unchanged. The added electrons still lower the levels by exchange, at $k_F$ by roughly 47 meV if unscreened. That shift enters the chemical potential and so $V$ and $C_q$, and it is not followed here; the velocity that fits $C_q$ need not be the one that fits $m_c$. Lowering $n$ fourfold halves $k_F$ and exposes a shell with $k_2/k_1=2$, which gives $\delta v/v\approx15\%$. Screening is omitted here. Static Thomas--Fermi screening by the carriers that remain replaces $1/|\mathbf k-\mathbf k'|$ by $1/(|\mathbf k-\mathbf k'|+4\alpha k_1)$, where $k_1$ is the reduced Fermi wavevector. The same shell then contributes only about 1\%. This is not the whole change: with fewer carriers, the exchange with the deeper valence states is also screened less, which raises the velocity further. In this model the screened integral over all valence states depends only on the ratio of the band cutoff to the Fermi wavevector and grows as its logarithm. The total change therefore returns to about 14\% for a cutoff set by the Brillouin zone, close to the unscreened value. Screening by transitions between the two bands, omitted so far, reduces it to about 6\%. None of these values is a prediction for a real sheet.

\section*{Reading the result for a real device}

The parameters are roughly those of graphene on oxidized silicon. A silicon gate acts as the ideal metal assumed here only when heavily doped or accumulated. Depleted n-type silicon at this charge adds a drop of roughly 0.1 V at a doping of $10^{18}\ \mathrm{cm^{-3}}$, as large as $E_F/e$, and roughly 0.02 V at $10^{19}\ \mathrm{cm^{-3}}$; the shares quoted below omit it. In a real sample unintended doping shifts the neutrality point, which is why $V$ is counted from there. The velocity must be understood as an effective one at the density of interest. At fixed $n$, a velocity 10\% higher raises $E_F$ by 10\% and lowers $m_c$ and $C_q$ by about 9\%. If $v$ itself varies with density, $dE_F/dn$ gains a further term and $C_q$ no longer follows from $v$ alone.

The gate voltage is far less sensitive, because the oxide carries more than 99\% of it. For the same reason a 300 nm oxide is a poor place to measure $C_q$: a 1\% error in oxide thickness changes the capacitance by more than the whole quantum correction of 0.42\%. The numerical output below lists some values with more digits; these serve to compare the calculations and are finer than the rough inputs justify.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values)
Dirac velocity: 1.00e+06 m/s
electron density: 1.00e+12 1/cm^2
oxide thickness: 300 nm
oxide relative permittivity: 3.9
lattice constant: 0.246 nm
hopping that gives this velocity: 3.09 eV
MAIN RESULTS, T = 0
hbar v: 0.6582 eV nm
Fermi wavevector: 0.1772 1/nm
Fermi energy: 116.7 meV
cyclotron mass: 0.02052 electron masses
density of states at E_F: 1.714e+13 1/(eV cm^2)
quantum capacitance: 2.747 uF/cm^2
oxide capacitance: 11.51 nF/cm^2
series capacitance: 11.46 nF/cm^2
ratio C_q/C_ox: 238.6
sheet charge: 0.1602 uC/cm^2
voltage across oxide: 13.919 V
voltage E_F/e: 0.1167 V
total gate voltage: 14.036 V
quantum share of total voltage: 0.831 %
quantum share of a small step: 0.417 %
oxide thickness with C_ox = C_q: 1.257 nm
INDEPENDENT CHECKS
density by zone counting: 1.000e+12 1/cm^2
lattice Fermi energy: 116.651 meV
lattice orbit mass: 0.02053 electron masses
lattice quantum capacitance: 2.748 uF/cm^2
magnetic field: 1 T
hbar e B/m_c: 5.642 meV
Landau spacing around E_F: 5.600 meV
NEGLECTED EFFECTS
k_F spread (max-min)/mean: 1.26 %
temperature: 300 K
thermal energy kT: 25.85 meV
chemical potential at this T: 107 meV
quantum capacitance at this T: 2.539 uF/cm^2
density inhomogeneity (rough): 1.0e+11 1/cm^2
Fermi energy spread, plus or minus: 5.83 meV
oxide field: 0.464 MV/cm
breakdown field (rough): 10 MV/cm
breakdown field / oxide field: 21.6
tunnel barrier (rough): 3 eV
tunnelling mass (rough): 0.5 electron masses
tunnel path: 64.7 nm
WKB exponent: 541
mean relative permittivity: 2.45
Coulomb coupling alpha: 0.893
bare exchange dv/v, n to n/4: 15.5 %
\end{verbatim}
